# How light below a dielectric's band gap charges its traps

A process engineer who checks a lamp or plasma line against the band gap of a low-k film, and against nothing else, can pass a wavelength that damages the film. The film is transparent, no electron-hole pairs form in it, and its flat-band voltage still moves. The missing ingredient is the silicon underneath. It absorbs the light that the film transmits, and some of its excited electrons have enough energy to enter the film and fill traps.

## The energy window

Let \(E_g\) be the film's gap, \(E_{Si}\) the silicon gap, and \(\Phi\) the energy from the top of silicon's valence band to the film's conduction-band edge. Electrons can be emitted into the film, without pair creation in it, when

\[
\Phi<h\nu<E_g .
\]

The example is a 100 nm film of carbon-doped silicon oxide directly on silicon, lit at 248 nm. The rough values \(E_g=8.5\) eV, \(\Phi=4.4\) eV and \(E_{Si}=1.12\) eV put the window between 146 and 282 nm. The photon energy is 5.00 eV, which is 0.60 eV above the barrier.

Silicon could also emit holes. The film's valence-band top lies \(E_g-\Phi\) below silicon's. A photon must take an electron from at least that depth and lift it across the silicon gap, so the threshold is \(E_g-\Phi+E_{Si}=5.22\) eV. At 5.00 eV this route is closed.

The film surface is held at \(+5\) V relative to silicon by a steady supply of positive charge, as a plasma can provide. The field therefore draws emitted electrons through the film.

## How much light reaches the silicon

Take normal incidence, a lossless film of index \(n_f=1.45\), and silicon of index \(n_{Si}=1.57+3.57i\) (rough values; a positive imaginary part means absorption). Continuity of the electric field and its slope at an interface from medium \(i\) to \(j\) gives \(1+r=t\) and \(n_i(1-r)=n_jt\), hence

\[
r_{ij}=\frac{n_i-n_j}{n_i+n_j},\qquad t_{ij}=\frac{2n_i}{n_i+n_j}.
\]

Media 0, 1 and 2 are air, film and silicon. The phase across a film of thickness \(d\) is \(\beta=2\pi n_fd/\lambda\). The downward wave just inside the film, of amplitude \(a\) per unit incident amplitude, consists of newly transmitted light plus light returning from one round trip. Reflection at the top surface from inside has coefficient \(-r_{01}\), so

\[
a=t_{01}-r_{01}r_{12}e^{2i\beta}a
\quad\Rightarrow\quad
a=\frac{t_{01}}{1+r_{01}r_{12}e^{2i\beta}} .
\]

The amplitude entering silicon is \(t=a\,t_{12}e^{i\beta}\). Power flow is proportional to \(\mathrm{Re}(n)|E|^2\), so the fraction of incident light absorbed in silicon is

\[
T=\mathrm{Re}(n_{Si})\,|t|^2=0.413 .
\]

The remaining 0.587 is reflected.

The light in the film matters too, because it can empty filled traps. At depth \(z\) the field is \(a(e^{ikz}+r_{12}e^{2i\beta}e^{-ikz})\), with \(k=\beta/d\). Squaring it gives \(1+|r_{12}|^2\) plus an interference term. Since the mean of \(e^{-2ikz}\) over the film is \((1-e^{-2i\beta})/(2i\beta)\), the mean local flux relative to the incident flux is

\[
G=n_f|a|^2\left[1+|r_{12}|^2+2\,\mathrm{Re}\!\left(r_{12}\frac{e^{2i\beta}-1}{2i\beta}\right)\right]=1.495 .
\]

It exceeds one because incident and reflected light both pass through the film.

## How many electrons escape

An excited electron has kinetic energy \(K\) above silicon's conduction-band edge. From there the barrier is \(\Phi_c=\Phi-E_{Si}=3.28\) eV. Assume a flat interface and equal electron masses on both sides. Momentum along the interface is then conserved, and so is the kinetic energy of that motion. The normal motion alone must pay for the barrier:

\[
K\cos^2\theta>\Phi_c .
\]

For isotropic directions, the cone with \(\cos\theta>\sqrt{\Phi_c/K}\) holds a fraction \(\tfrac12(1-\sqrt{\Phi_c/K})\) of them.

The largest kinetic energy is \(W=h\nu-E_{Si}=3.88\) eV, for an electron from the valence-band top. One that starts deeper by \(W-K\) arrives with \(K\). Parabolic bands, without a crystal-momentum selection rule, weight this transition by \(\sqrt{W-K}\) for initial states and \(\sqrt K\) for final states. The integral of \(\sqrt{K(W-K)}\) from 0 to \(W\) is the area of a half-disc of radius \(W/2\), namely \(\pi W^2/8\). The normalized distribution is therefore \(8\sqrt{K(W-K)}/(\pi W^2)\). Multiplying by the cone fraction and integrating gives

\[
y_c=\frac{4}{\pi W^2}\int_{\Phi_c}^{W}\sqrt{W-K}\,\bigl(\sqrt K-\sqrt{\Phi_c}\bigr)\,dK .
\]

Near threshold, set \(\Delta=h\nu-\Phi=W-\Phi_c\) and \(W-K=\Delta u\), so that \(K-\Phi_c=\Delta(1-u)\). Then

\[
\sqrt K-\sqrt{\Phi_c}=\frac{K-\Phi_c}{\sqrt K+\sqrt{\Phi_c}}\simeq\frac{\Delta(1-u)}{2\sqrt{\Phi_c}} .
\]

With \(\int_0^1\sqrt u\,(1-u)\,du=\tfrac23-\tfrac25=\tfrac4{15}\),

\[
y_c\simeq\frac{4}{\pi W^2}\,\frac{\Delta^{5/2}}{2\sqrt{\Phi_c}}\,\frac4{15}
=\frac{8\,\Delta^{5/2}}{15\pi W^2\sqrt{\Phi_c}} .
\]

The yield starts smoothly from zero because both the number of energetic electrons and their escape cone shrink at threshold. Here the law gives \(1.73\times10^{-3}\) and the full integral \(1.69\times10^{-3}\). The law is slightly high because it replaces \(\sqrt K+\sqrt{\Phi_c}\) by the smaller \(2\sqrt{\Phi_c}\).

The electron must also reach the interface before it loses energy. Light is absorbed with depth density \(\alpha e^{-\alpha z}\), where \(\alpha=4\pi\,\mathrm{Im}(n_{Si})/\lambda\), so that \(1/\alpha=5.53\) nm. Take a mean free path \(\ell=1.5\) nm and count any collision as a loss. Escaping electrons have \(\cos\theta>\sqrt{3.28/3.88}=0.92\), so their path is close to \(z\), and the surviving fraction is

\[
\int_0^\infty\alpha e^{-\alpha z}e^{-z/\ell}\,dz=\frac{\alpha\ell}{1+\alpha\ell}=\frac{0.271}{1.271}=0.213 .
\]

The yield per photon absorbed in silicon is

\[
Y=1.69\times10^{-3}\times0.213=3.6\times10^{-4}.
\]

As a test, 40 million excitations were sampled at random in depth, energy, direction and free path, with oblique paths kept. They gave the same yield to within about 2%.

## Filling against emptying

Let \(N\) be the trap density per area, \(n\) the number filled, \(\sigma_c\) the capture cross-section, \(\sigma_p\) the photoionization cross-section and \(I\) the incident photon flux. Each empty trap sees an electron flux \(ITY\), and each filled trap a mean photon flux \(IG\). If few electrons are lost in crossing the film, and released electrons leave it,

\[
\frac{dn}{dt}=I\left[\sigma_cTY(N-n)-\sigma_pGn\right].
\]

Collecting the terms in \(n\) turns this into \(dn/dt=(n_s-n)/\tau\), with

\[
\frac1\tau=I(\sigma_cTY+\sigma_pG),\qquad
n_s=N\frac{\sigma_cTY}{\sigma_cTY+\sigma_pG}.
\]

For initially empty traps, \(n=n_s(1-e^{-t/\tau})\). Intensity sets the speed but cancels from the final occupancy.

At 10 mW/cm², \(I=1.25\times10^{16}\) cm⁻² s⁻¹. The injected flux is

\[
ITY=1.25\times10^{16}\times0.413\times3.6\times10^{-4}=1.86\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}},
\]

or 0.30 µA/cm². Choose \(N=10^{12}\) cm⁻², \(\sigma_c=10^{-13}\) cm² and \(\sigma_p=10^{-17}\) cm². Filling then proceeds at 0.186 s⁻¹ and emptying at 0.187 s⁻¹, so \(\tau=2.7\) s and about half the traps fill in the end. After 5 s,

\[
n=4.99\times10^{11}\,(1-e^{-5/2.685})=4.2\times10^{11}\ \mathrm{cm^{-2}}.
\]

A depth-resolved calculation that follows electron loss and re-emission also gives \(4.2\times10^{11}\) cm⁻². Adding the standing-wave pattern raises it to \(4.3\times10^{11}\) cm⁻². The pattern matters more at long times. The local flux runs from 0.055 to 3.1 times the incident flux, and each trap settles according to the flux at its own depth. Averaged over depth, the final occupancy is then 57% rather than 50%.

The near balance identifies the condition that matters most. Half filling requires \(\sigma_c=\sigma_pG/(TY)\), which is about \(10^{-13}\) cm² here. So large a value suits positively charged, attractive centres. With \(\sigma_c=10^{-15}\) cm² and all else fixed, the final occupancy is 1% if every trap sees the mean flux, and 3% once the traps near the intensity minima of the standing wave are counted. Electrons still cross the film, but the light empties the traps faster than they fill.

## The voltage shift

Each capture changes a trap's charge by \(-q\). Assume that fixed negative charge initially balances the positive centres, so the film starts neutral. Spread the captured electrons uniformly, measure \(x\) from silicon and set the potential \(\phi(0)=0\). With \(\varepsilon=\kappa\varepsilon_0\) and \(\kappa=3\), Poisson's equation is \(\phi''=qn/(\varepsilon d)\). Integrating twice and imposing \(\phi(d)=V\) gives

\[
\phi=sx+\frac{qn}{2\varepsilon d}x^2,\qquad s=\frac Vd-\frac{qn}{2\varepsilon}.
\]

A positive slope \(s\) pushes electrons into the film. Trapping lowers it from 0.50 to 0.37 MV/cm, so charging opposes further injection but does not stop it here. Flat band means \(s=0\). A gate added later must therefore supply the extra voltage

\[
\Delta V=\frac{qnd}{2\varepsilon}
=\frac{(6.76\times10^{-4}\ \mathrm{C/m^2})(10^{-7}\ \mathrm m)}{2(2.66\times10^{-11}\ \mathrm{F/m})}
=+1.3\ \mathrm V ,
\]

provided the charge stays in place. Without the balancing charge, the starting field would be higher by \(qN/(2\varepsilon)=0.30\) MV/cm. The shift for a given \(n\) would be the same, because Poisson's equation is linear.

In the dark, the field cannot drive this charge through or over an ideal barrier, although a real film may also leak through defects. For a triangular barrier the tunnelling probability is about \(\exp[-4\sqrt{2m}\,\Phi_c^{3/2}/(3\hbar qF)]\), with \(m\) the free-electron mass, \(\Phi_c\) in joules and \(F=V/d\). That is below \(10^{-300}\), and about \(10^{-250}\) for a tunnelling mass half as large. The thermal factor \(e^{-\Phi_c/k_BT}\) at 300 K is about \(10^{-55}\).

## How far to trust the size

An emitted electron is attracted by its image charge in silicon. With film optical permittivity \(\varepsilon_o=n_f^2=2.10\) and image strength \(b=(11.7-2.10)/(11.7+2.10)=0.70\), its energy beyond the step is \(-bq^2/(16\pi\varepsilon_0\varepsilon_ox)-qFx\). Setting the derivative to zero gives a maximum at \(x_m=\sqrt{bq/(16\pi\varepsilon_0\varepsilon_oF)}=1.5\) nm, where the two terms are equal. The barrier falls by \(2qFx_m=0.15\) eV, which moves the threshold to about 292 nm and multiplies \(y_c\) by 1.8.

Two effects act the other way. If the mean free path in the film is also 1.5 nm, an electron moving straight along the normal reaches the barrier top without a collision with probability 0.36. Quantum reflection at a sharp step multiplies the yield by 0.53. The product of all three factors is 0.34. This is a rough guide, because two simplifications act in opposite directions. Electrons that barely clear the barrier travel obliquely in the film, so fewer survive, while the image force rounds the step and weakens the reflection. The filling rate becomes 0.064 s⁻¹, and the same 5 s exposure gives \(1.8\times10^{11}\) cm⁻² and 0.55 V. The shift is roughly halved, but not removed.

The model describes a blanket test film on bare silicon, with no light absorbed by defects or carbon residues in the film. In an interconnect stack, metal and other layers may block the light, and a metal can emit electrons over its own barrier. Silicon's real band structure restricts the transitions that the model allows freely, so \(Y\) is at best an order-of-magnitude estimate. The trap parameters are chosen, and the capture cross-section is at the large end. Replacing it by \(10^{-15}\) cm² cuts the final charge about twentyfold with the standing wave included (fiftyfold with the mean flux), a larger change than any correction above.

## What to do about it

**Filter against the barrier, not the gap.** For this film and field, block wavelengths shorter than about 292 nm, with a margin for uncertainty in \(\Phi\). Electrons already in silicon's conduction band face a barrier smaller by the silicon gap. With the same image-force lowering they can be emitted from about 3.13 eV, or 397 nm. They are few, but heavy n-type doping, or a field that gathers electrons at the interface, as the positive film surface does here, raises their number.

**Neutralize the surface during exposure.** This removes the field that draws electrons across the film. Electrons may still enter a short distance, so it reduces the exposure of traps without guaranteeing zero charge.

**Do not rely on film thickness.** Between 50 and 150 nm, interference moves \(T\) between 0.31 and 0.54. That changes the filling rate and moves the final occupancy between about 40% and 50% with the mean flux, or 43% and 57% with the standing wave included, but it does not close the route.

**Identify the route before treating it.** Filling by silicon electrons makes the film more negative, has a threshold near \(\Phi\), and should change when the substrate does. Direct emptying of electron traps makes the film more positive and needs no substrate.

**Consider optical discharge.** Below the lowered barrier, but still able to ionize the traps, light leaves only the emptying term if conduction-band emission is negligible. Then \(n=n_0e^{-I\sigma_pGt}\), where \(n_0\) is the initial filled density. With the 248 nm values of \(I\), \(\sigma_p\) and \(G\), the decay time would be 5.4 s if every trap saw the mean flux. With the standing wave the decay is not a single exponential. Traps at the intensity minimum have a time constant of about 145 s, and after five nominal decay times 14% of an initially uniform charge remains instead of 0.7%. Discharge needs a longer wavelength, so all three must be taken anew there. A field must sweep the released electrons out, or they may be captured again.

The numerical output below lists the main values used here.

## Computed results

```
Wavelength: 248 nm
Photon energy: 4.999 eV
Film gap: 8.5 eV
Electron barrier from Si valence top: 4.4 eV
Silicon gap: 1.12 eV
Barrier from Si conduction edge: 3.28 eV
Hole-emission threshold: 5.22 eV
Excess over barrier: 0.5994 eV
Longest emitting wavelength: 281.8 nm
Film-gap wavelength: 145.9 nm
Film thickness: 100 nm
Film refractive index: 1.45
Silicon index: 1.57 + 3.57i
Reflected fraction: 0.587
Fraction absorbed in silicon T: 0.413
Minimum T for 50-150 nm films: 0.3095
Maximum T for 50-150 nm films: 0.5445
Mean local flux factor G: 1.495
Absorption length in silicon: 5.528 nm
Hot-electron mean free path: 1.5 nm
Energy-averaged cone yield: 0.00169
Threshold-law cone yield: 0.001732
Depth factor: 0.2134
Emission yield Y: 0.0003606
Sampled emission yield: 0.0003571
Light power density: 10 mW/cm2
Incident photon flux: 1.248e+16 cm^-2 s^-1
Injected electron flux: 1.859e+12 cm^-2 s^-1
Injected current density: 0.2979 uA/cm2
Trap density N: 1e+12 cm^-2
Capture cross-section: 1e-13 cm2
Photoionization cross-section: 1e-17 cm2
Trap filling rate: 0.1859 s^-1
Trap emptying rate: 0.1866 s^-1
Charging time tau: 2.685 s
Exposure time: 5 s
Steady trapped density: 4.991e+11 cm^-2
Trapped density after exposure: 4.216e+11 cm^-2
Depth-resolved trapped density: 4.167e+11 cm^-2
Same with standing wave: 4.328e+11 cm^-2
Relative permittivity: 3
Surface voltage: 5 V
Trapped charge density: -0.06755 uC/cm2
Flat-band voltage shift: 1.271 V
Initial interface field: 0.5 MV/cm
Field reduction by trapping: 0.1271 MV/cm
Image-force barrier lowering: 0.1543 eV
Cone-yield gain from lowering: 1.803
Distance to barrier top: 1.543 nm
Survival to barrier top, same path: 0.3575
Quantum/classical cone-yield ratio: 0.5333
Dark tunnelling log10 probability: -352.5
Temperature: 300 K
Thermal log10 Boltzmann factor: -55.1
Si band bending over mean path: 0.01923 eV
Weak-trap capture cross-section: 1e-15 cm2
Weak-trap steady occupancy: 0.009866
```
